\section*{Double-Exchange Splitting of a Mixed-Valence Dimer in the Strong Hund Limit}

Consider two identical magnetic ions that share one electron more than two equal ions would need. The extra electron can sit on either ion, and it can hop between them. On each ion Hund's coupling favours a spin parallel to that of the electrons already there. If the two ionic spins are parallel, the electron can hop and remain well aligned; if they are not, it arrives on the second ion with a spin that only partly fits. The kinetic energy gained by hopping therefore depends on the total spin of the pair. The question is how.

Call the sites $A$ and $B$. Without the extra electron each has a core spin $S_0\geq 1/2$, described by $\mathbf S_A$ and $\mathbf S_B$. The extra electron has spin $\mathbf s$ with $s=1/2$ and occupies orbital $a$ on site $A$ or orbital $b$ on site $B$. All spin operators are dimensionless, that is, measured in units of $\hbar$. With $\mathbf s_a$ and $\mathbf s_b$ the electron spin operators of the two orbitals, the model is
\begin{equation}
H=-J\left(\mathbf S_A\cdot\mathbf s_a+\mathbf S_B\cdot\mathbf s_b\right)
+t\sum_\sigma\left(a_\sigma^\dagger b_\sigma+b_\sigma^\dagger a_\sigma\right),
\qquad J>0 .
\label{H}
\end{equation}
Here $J$ is the Hund coupling and $t$ is a real hopping energy of either sign. The sites are equivalent, there is no direct exchange between them, and the nuclei are fixed. With one mobile electron, a state is specified by its position, $|a\rangle$ or $|b\rangle$, and by a state of the three spins $\mathbf S_A,\mathbf S_B,\mathbf s$. Hopping changes the position and leaves the three-spin state as it was.

First take $t=0$ with the electron on $A$. If the site spin $\mathbf S_A+\mathbf s$ has quantum number $j$, then squaring the sum gives
\begin{equation}
\mathbf S_A\cdot\mathbf s=\tfrac12\left[j(j+1)-S_0(S_0+1)-\tfrac34\right]
=\begin{cases}
\ \ S_0/2, & j=S_0+\tfrac12,\\
-(S_0+1)/2, & j=S_0-\tfrac12 .
\end{cases}
\label{hund}
\end{equation}
The corresponding energies are $-JS_0/2$ and $+J(S_0+1)/2$, separated by the Hund gap
\begin{equation}
\Delta=J\left(S_0+\tfrac12\right).
\end{equation}
The strong Hund limit means $|t|\ll\Delta$. To leading order the hopping then acts only within the space in which the occupied site has spin $S_0+1/2$.

We need the projector onto that site spin. Since $\mathbf S_A\cdot\mathbf s$ has just two eigenvalues, the projector is the linear function of it that equals 1 at $S_0/2$ and 0 at $-(S_0+1)/2$:
\begin{equation}
P_A=\frac{S_0+1+2\,\mathbf S_A\cdot\mathbf s}{2S_0+1},\qquad
P_B=\frac{S_0+1+2\,\mathbf S_B\cdot\mathbf s}{2S_0+1}.
\label{proj}
\end{equation}
Both operators act on the three-spin states.

The Hamiltonian conserves the total spin $S$ and its projection $M$, so we may fix both. The two cores couple to $S_{AB}=0,1,\dots,2S_0$, each value occurring once. Adding the electron spin gives total spin $S$ from $S_{AB}=S-1/2$ and from $S_{AB}=S+1/2$. At fixed $S$ and $M$ the three-spin space is thus two-dimensional, except at the highest spin $S=2S_0+1/2$, where $S_{AB}=S-1/2=2S_0$ is the one possibility.

The same space can be counted by coupling the electron to $A$ first. A site spin $S_0+1/2$ combined with the core spin $S_0$ of $B$ gives each of $S=1/2,3/2,\dots,2S_0+1/2$ once. At fixed $S$ and $M$, therefore, $P_A$ projects onto a single normalized state $u_A$. By symmetry $P_B$ projects onto a single state $u_B$:
\begin{equation}
P_A=|u_A\rangle\langle u_A|,\qquad P_B=|u_B\rangle\langle u_B| .
\end{equation}
The low-energy space for given $S,M$ consists of the two states $|a\rangle u_A$ and $|b\rangle u_B$. Both have energy $-JS_0/2$ without hopping. Because hopping preserves the three-spin state, the matrix element between them is $t\langle u_A|u_B\rangle$. We choose the phase of $u_B$ so that $w=\langle u_A|u_B\rangle\geq0$. Measured from $-JS_0/2$, first-order degenerate perturbation theory gives
\begin{equation}
H_{\rm eff}=\begin{pmatrix}0&tw\\ tw&0\end{pmatrix},\qquad E_\pm=\pm|t|\,w .
\label{eff}
\end{equation}
The problem is reduced to one overlap.

The overlap can be read from the eigenvalues of $P_A+P_B$. Acting on $u_A\pm u_B$,
\begin{align}
P_A(u_A\pm u_B)&=(1\pm w)\,u_A,\\
P_B(u_A\pm u_B)&=(w\pm1)\,u_B=\pm(1\pm w)\,u_B,
\end{align}
and the sum of the two lines is
\begin{equation}
(P_A+P_B)(u_A\pm u_B)=(1\pm w)(u_A\pm u_B).
\label{sumw}
\end{equation}
In the two-dimensional space the eigenvalues of $P_A+P_B$ are therefore $1+w$ and $1-w$. (If $u_A$ and $u_B$ coincided, the vector $u_A-u_B$ would vanish, but the eigenvalues would be 2 and 0, in agreement with the same formula.)

On the other hand, equation (\ref{proj}) gives
\begin{equation}
P_A+P_B=\frac{2S_0+2+2(\mathbf S_A+\mathbf S_B)\cdot\mathbf s}{2S_0+1},
\end{equation}
which is diagonal in $S_{AB}$, because
\begin{equation}
2(\mathbf S_A+\mathbf S_B)\cdot\mathbf s=S(S+1)-S_{AB}(S_{AB}+1)-\tfrac34 .
\end{equation}
For $S_{AB}=S-1/2$ we have $S_{AB}(S_{AB}+1)=S^2-1/4$, and the right-hand side is $S-1/2$. For $S_{AB}=S+1/2$ we have $S_{AB}(S_{AB}+1)=S^2+2S+3/4$, and it is $-(S+3/2)$. The two eigenvalues of $P_A+P_B$ are
\begin{align}
\frac{2S_0+2+S-\frac12}{2S_0+1}&=1+\frac{S+\frac12}{2S_0+1},\\
\frac{2S_0+2-S-\frac32}{2S_0+1}&=1-\frac{S+\frac12}{2S_0+1}.
\end{align}
Comparison with (\ref{sumw}) yields
\begin{equation}
w=c\equiv\frac{S+\frac12}{2S_0+1}.
\label{c}
\end{equation}
At $S=2S_0+1/2$ the three-spin space has one state, so $u_A$ and $u_B$ agree and $w=1$; formula (\ref{c}) gives the same value. Inserting $w$ in (\ref{eff}) we obtain the Anderson--Hasegawa splitting
\begin{equation}
E_\pm(S)=\pm B\left(S+\tfrac12\right),\qquad B=\frac{|t|}{2S_0+1},
\qquad S=\tfrac12,\tfrac32,\dots,2S_0+\tfrac12 .
\label{AH}
\end{equation}

The eigenstates are $(|a\rangle u_A\pm|b\rangle u_B)/\sqrt2$: for every total spin the electron is shared equally. At the highest spin all spins are parallel and the full hopping energy $|t|$ is available. At $S=1/2$ it is reduced to $|t|/(2S_0+1)$. For large $S_0$ the cores can be pictured as classical vectors at an angle $\theta$. The length of their sum is $2S_0\cos(\theta/2)$, which is also $S$ to leading order, so that $c\to\cos(\theta/2)$: hopping is reduced by the cosine of half the angle between the cores.

This level scheme differs in kind from Heisenberg exchange. For two fixed site spins $S_0+1/2$ and $S_0$, their scalar product yields one energy for each $S$, quadratic in $S$. Here each $S$ occurs twice, with energies linear in $S$. The lower branch favours the highest spin whatever the sign of $t$, since reversing $t$ merely exchanges the two eigenstates.

The meaning of $S_0$ needs care when the shells are more than half full. Then the orbitals $a$ and $b$ hold three electrons, and what moves is a hole. A site whose orbital is doubly occupied has spin $S_0$, and a site whose orbital is singly occupied has spin $S_0+1/2$ in its Hund ground state. When an electron hops into the singly occupied orbital, it must have spin opposite to the electron there, and it leaves behind an electron with the same spin as the one it joined. The unpaired spin is thus transferred unchanged. With the states $a_\sigma^\dagger b_\uparrow^\dagger b_\downarrow^\dagger|0\rangle$ and $b_\sigma^\dagger a_\uparrow^\dagger a_\downarrow^\dagger|0\rangle$, anticommutation gives the amplitude $-t$ for both $\sigma$. The spectrum (\ref{AH}) is unchanged, and $S_0$ is in either case the smaller of the two site spins.

How large must the Hund gap be? Model (\ref{H}) can be solved at any $\Delta$. Solving (\ref{proj}) for the scalar product gives $-J\mathbf S_A\cdot\mathbf s=J(S_0+1)/2-\Delta P_A$, so for one mobile electron
\begin{equation}
H=\frac{J(S_0+1)}2-\Delta\left(|a\rangle\langle a|P_A+|b\rangle\langle b|P_B\right)
+t\,\tau_x ,
\end{equation}
where $\tau_x$ exchanges $|a\rangle$ and $|b\rangle$. Take $S<2S_0+1/2$ and use $S_{AB}=S-1/2$ and $S_{AB}=S+1/2$ as the first and second basis states, with Pauli matrices $\sigma_x,\sigma_z$. A rank-one projector has the form $(1+\mathbf m\cdot\boldsymbol\sigma)/2$ with a unit vector $\mathbf m$. We have found $P_A+P_B=1+c\,\sigma_z$, hence $\mathbf m_A+\mathbf m_B=2c\,\hat{\mathbf z}$. The condition $|2c\,\hat{\mathbf z}-\mathbf m_A|^2=1$ then requires $\mathbf m_A\cdot\hat{\mathbf z}=c$. With the relative phase of the basis states suitably chosen,
\begin{equation}
P_{A,B}=\tfrac12\left(1\pm\sqrt{1-c^2}\,\sigma_x+c\,\sigma_z\right),
\qquad \sigma_zP_A\sigma_z=P_B ,
\end{equation}
where the upper sign belongs to $A$.

It follows that $\tau_x\sigma_z$ commutes with $H$. Its eigenstates with eigenvalue $\eta=\pm1$ are $(|a\rangle v+\eta|b\rangle\sigma_zv)/\sqrt2$ for any two-component $v$. Acting with $H$ on such a state and reading off the part on $|a\rangle$ gives the $2\times2$ Hamiltonian for $v$:
\begin{align}
h_\eta&=\frac{J(S_0+1)}2-\Delta P_A+\eta t\,\sigma_z\nonumber\\
&=\frac J4-\frac\Delta2\sqrt{1-c^2}\,\sigma_x+\left(\eta t-\frac{\Delta c}2\right)\sigma_z .
\end{align}
The constant is $J(S_0+1)/2-\Delta/2=J/4$. The eigenvalues of the Pauli part are plus and minus the length of its coefficient vector, so
\begin{equation}
E=\frac J4\pm\sqrt{\frac{\Delta^2}4+t^2-\eta t\Delta c},\qquad \eta=\pm1 ,
\label{exact}
\end{equation}
with the two signs independent. At the highest spin $P_A=P_B=1$, and the levels are $-JS_0/2\pm t$ for every $J$.

For the lower pair, take the minus sign before the root, measure energies from $J/4-\Delta/2=-JS_0/2$, and set $y=\eta t/\Delta$. The root is $(\Delta/2)\sqrt{1+x}$ with $x=-4cy+4y^2$. Using $\sqrt{1+x}=1+x/2-x^2/8+x^3/16+\dots$ and collecting powers of $y$,
\begin{equation}
\sqrt{1+x}=1-2cy+2(1-c^2)y^2+4c(1-c^2)y^3+\dots ,
\end{equation}
and therefore
\begin{equation}
E_\eta+\frac{JS_0}2=\eta tc\left[1-\frac{2t^2(1-c^2)}{\Delta^2}\right]
-\frac{t^2(1-c^2)}{\Delta}+\dots
\label{corr}
\end{equation}
The last term shifts both levels down together. It has a direct meaning: an electron arriving on $B$ in the spin state $u_A$ has probability $1-c^2$ of not being in $u_B$, and this part makes a virtual excursion to the state at energy $\Delta$. The splitting within a pair is corrected at relative order $(t/\Delta)^2$, but the spacing between different $S$ is already changed at relative order $t/\Delta$. The shift helps low spins most, yet it does not reverse the order. For $t\neq0$ the lowest energy at each $S$ is $J/4-\sqrt{\Delta^2/4+t^2+\Delta|t|c}$, which also reproduces $-JS_0/2-|t|$ at $c=1$. It falls as $c$ grows, so in this model the highest spin is the ground state for every $J>0$.

As an example take the round parameters $S_0=3/2$, $t=100$ meV and $J=1000$ meV. Then $\Delta=1000\times2=2000$ meV, $t/\Delta=0.05$, and
\begin{equation}
B=\frac{100\ {\rm meV}}{4}=25\ {\rm meV},
\end{equation}
or about $202\ {\rm cm}^{-1}$. Diagonalizing (\ref{H}) gives the following low levels, in meV from the Hund energy $-JS_0/2=-750$ meV:
\begin{center}
\begin{tabular}{cccc}
$S$ & $c$ & $\pm B(S+1/2)$ & diagonalization\\
$1/2$ & 0.25 & $\pm25$ & $-29.6,\ 20.2$\\
$3/2$ & 0.50 & $\pm50$ & $-53.6,\ 46.1$\\
$5/2$ & 0.75 & $\pm75$ & $-77.0,\ 72.6$\\
$7/2$ & 1.00 & $\pm100$ & $-100.0,\ 100.0$
\end{tabular}
\end{center}
For $S=5/2$ the common shift predicted by (\ref{corr}) is $-100^2\times(1-0.75^2)/2000=-2.2$ meV, which accounts for most of the departure from $\pm75$ meV. Half the splitting of this pair is 74.8 meV, within 0.3\% of the limiting 75 meV. The gap from the ground state to the lowest $S=5/2$ level is $100.0-77.0=23.0$ meV, which is 8\% below the limiting value $B$. A value of $B$ inferred from that gap alone would thus be less accurate than one inferred from the splitting of a pair. Raising $J$ to 16000 meV brings the $S=1/2$ levels to $-25.3$ and $24.7$ meV, as the $1/\Delta$ dependence of the shift requires.

Two omitted interactions change the pattern even when $\Delta$ is large. Suppose first that the site energies are $\pm\delta/2$, with $|\delta|\ll\Delta$. These enter the diagonal of (\ref{eff}), and the levels become
\begin{equation}
E_\pm(S)=\pm\sqrt{\frac{\delta^2}4+B^2\left(S+\tfrac12\right)^2}.
\end{equation}
For $|\delta|\gg|t|$ the lower branch is approximately $-|\delta|/2-B^2(S+1/2)^2/|\delta|$. The electron is then nearly localized, and since $(S+1/2)^2=S(S+1)+1/4$, the linear law has turned into ferromagnetic Heisenberg exchange. In this limit a finite Hund gap matters at relative order $|\delta|/\Delta$ rather than $|t|/\Delta$. The virtual hop into the low-spin state of the other site adds $-t^2(1-c^2)/(\Delta+|\delta|)$, which multiplies the $S$-dependent part by $\Delta/(\Delta+|\delta|)$. For the example with $\delta=500$ meV this factor is 0.8.

Suppose instead that the sites are equivalent but their total spins are coupled by an antiferromagnetic term $K\,\mathbf S_1\cdot\mathbf S_2$, $K>0$, of the same strength for both positions of the electron. In the strong Hund limit this adds $KS(S+1)/2$, apart from a constant. On the lower branch the energy at $S$ minus that at $S-1$ is
\begin{equation}
\frac K2\left[S(S+1)-(S-1)S\right]-B=KS-B .
\end{equation}
The highest spin remains the ground state if $K(2S_0+1/2)<B$; for larger $K$ the minimum moves to a lower spin. At finite $\Delta$ the threshold is somewhat lower, because the actual gap to the next spin takes the place of $B$; in the example it is about 6.6 meV instead of 7.1 meV. Coupling of the electron to nuclear displacements, which can also localize it, lies outside the model.

The projector relations, the overlap, the finite-$\Delta$ levels and their leading corrections were checked numerically for $S_0$ from $1/2$ to 2; the levels were checked with one and with three mobile electrons.

\section*{Computed results}
\begin{verbatim}
core spin S0 = 1.5
hopping t = 100.0 meV
Hund coupling J = 1000.0 meV
Hund gap = 2000.0 meV
ratio t/gap = 0.050
Hund energy -J*S0/2 = -750.0 meV
B = 25.000 meV
B = 201.64 cm^-1
number of states, all = 64
number of states, low Hund group = 40
levels below are measured from the Hund energy, in meV
S = 0.5: overlap c = 0.2500
  strong Hund limit: -25.000, 25.000 meV
  diagonalization:   -29.563, 20.204 meV
  second order:      -29.688, 20.312 meV
  half-splitting, diagonalization: 24.884 meV
S = 1.5: overlap c = 0.5000
  strong Hund limit: -50.000, 50.000 meV
  diagonalization:   -53.565, 46.061 meV
  second order:      -53.750, 46.250 meV
  half-splitting, diagonalization: 49.813 meV
S = 2.5: overlap c = 0.7500
  strong Hund limit: -75.000, 75.000 meV
  diagonalization:   -77.033, 72.638 meV
  second order:      -77.188, 72.812 meV
  half-splitting, diagonalization: 74.836 meV
S = 3.5: overlap c = 1.0000
  strong Hund limit: -100.000, 100.000 meV
  diagonalization:   -100.000, 100.000 meV
  second order:      -100.000, 100.000 meV
  half-splitting, diagonalization: 100.000 meV
ground-state spin = 3.5
gap to next lower spin, limit = 25.000 meV
gap to next lower spin, diagonalization = 22.967 meV
approach to the limit for S = 0.5:
  J = 1000 meV: -29.563, 20.204 meV
  J = 4000 meV: -26.164, 23.821 meV
  J = 16000 meV: -25.293, 24.707 meV
\end{verbatim}
